# Why a stiffer polishing pad reduces dishing but can worsen wafer uniformity: a program that tests the result

```python
"""
Chemical-mechanical planarization with a linear elastic pad.
Result under test: at fixed load, thickness and Poisson ratio, a larger pad
modulus E lowers steady metal dishing as 1/E, but raises the thickness
variation of an initially uniform film on a wafer with long-range waviness.
On a flat wafer with an uneven incoming film the stiffer pad helps instead.

K(q): pressure change per unit surface height at wave number q, eV/A^4
p0: mean pressure, eV/A^3; E: Young's modulus, eV/A^3; nu: Poisson ratio
S: metal/dielectric removal-rate ratio at equal pressure
R: nominal removed depth (metal or blanket film at p0), A; replaces time
Model: full frictionless contact, pad glued to a rigid platen, Preston's law.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad
from scipy.linalg import expm

NU = 0.3
P0 = 1.2e-7
E_SOFT, E_STIFF = 6.0e-5, 2.4e-4
PAD_THICKNESS = 2.0e7
PITCH, METAL_FRACTION, RATE_RATIO = 1.0e6, 0.5, 3.0
WAFER_WAVELENGTH, WAFER_AMPLITUDE = 3.0e8, 2000.0
FILM_START, FILM_REMOVED = 8000.0, 5000.0
OVERPOLISH = 500.0
BOHR = physical_constants["Bohr radius"][0] / angstrom


def plane_modulus(E, nu=NU):
    return E / (1 - nu**2)


def confined_modulus(E, nu=NU):
    return E * (1 - nu) / ((1 + nu) * (1 - 2 * nu))


def layer_formula(q, E, h, nu=NU):
    a = q * h
    top = ((3 - 4*nu) * np.cosh(2*a) + 2*a*a + 5 - 12*nu + 8*nu**2)
    bottom = (3 - 4*nu) * np.sinh(2*a) - 2*a
    return plane_modulus(E, nu) * q / 2 * top / bottom


def matrix_stiffness(q, layers, nu=NU):
    """Integrate displacement and stress from platen to pad surface.

    layers: (modulus, thickness) from bottom to top.
    State: q*u_x, q*u_z, shear stress, normal stress; stresses are scaled.
    """
    with mp.workdps(160):
        q, nu = mp.mpf(q), mp.mpf(nu)
        reference = mp.mpf(layers[-1][0])
        transfer = mp.eye(4)
        for E, h in layers:
            E = mp.mpf(E) / reference
            mu = E / (2 * (1 + nu))
            lam = E * nu / ((1 + nu) * (1 - 2*nu))
            m = lam + 2*mu
            generator = mp.matrix([
                [0, 1, 1/mu, 0],
                [-lam/m, 0, 0, 1/m],
                [m - lam**2/m, 0, 0, lam/m],
                [0, 0, -1, 0]])
            transfer = mp.expm(generator * (q * mp.mpf(h))) * transfer
        # Zero displacement at the platen, zero shear at the pad surface.
        shear0, normal0 = transfer[2, 3], -transfer[2, 2]
        normal = transfer[3, 2]*shear0 + transfer[3, 3]*normal0
        lift = transfer[1, 2]*shear0 + transfer[1, 3]*normal0
        return float(q * reference * normal / lift)


def evolve(height, rates, harmonics, depth):
    """Solve dz/dR = -rate*(p/p0), with p = p0 + K z, exactly in R."""
    n = len(height)
    kernel = np.fft.ifft(harmonics).real
    index = np.arange(n)
    pad = kernel[(index[:, None] - index[None, :]) % n]
    generator = np.zeros((n + 1, n + 1))
    generator[:n, :n] = -rates[:, None] * pad / P0
    generator[:n, n] = -rates
    final = (expm(generator * depth) @ np.append(height, 1.0))[:n]
    return final, P0 + pad @ final


def polish_pattern(E, depth, metal_cells=125, cells=250, ratio=RATE_RATIO):
    index = np.arange(cells)
    distance = np.minimum(index, cells - index)
    metal = distance <= (metal_cells - 1) // 2
    assert metal.sum() == metal_cells
    rates = np.where(metal, 1.0, 1.0 / ratio)
    q = 2 * np.pi * distance / PITCH
    height, pressure = evolve(np.zeros(cells), rates,
                              plane_modulus(E) * q / 2, depth)
    assert pressure.min() > 0
    return (height[cells // 2] - height[0], pressure[0],
            pressure[cells // 2], np.ptp(rates * pressure) / P0)


def pressure_step(fraction, ratio):
    return P0 * (ratio - 1) / (fraction + (1 - fraction) * ratio)


def dishing_formula(E, fraction=METAL_FRACTION, ratio=RATE_RATIO):
    series = -0.5 * quad(lambda t: np.log(np.tan(t / 2)),
                         0, np.pi * fraction)[0]
    return (4 * PITCH * pressure_step(fraction, ratio) * series
            / (np.pi**2 * plane_modulus(E)))


# Closed layer stiffness against the depth-resolved elastic solution.
worst_layer = 0.0
for nu_test in (0.1, 0.3, 0.45):
    for a_test in (0.05, 0.5, 2.0, 6.0):
        q_test = a_test / PAD_THICKNESS
        direct = matrix_stiffness(q_test, [(E_SOFT, PAD_THICKNESS)], nu_test)
        closed = layer_formula(q_test, E_SOFT, PAD_THICKNESS, nu_test)
        worst_layer = max(worst_layer, abs(closed / direct - 1))
assert worst_layer < 1e-8

pads = {
    "soft": [(E_SOFT, PAD_THICKNESS)],
    "stiff": [(E_STIFF, PAD_THICKNESS)],
    "stack": [(E_SOFT, PAD_THICKNESS/2), (E_STIFF, PAD_THICKNESS/2)]}
q_line = 2 * np.pi / PITCH
q_wafer = 2 * np.pi / WAFER_WAVELENGTH

# Short waves feel the top layer; long waves feel compliances in series.
series_limit = {}
for name, layers in pads.items():
    short = matrix_stiffness(q_line, layers)
    assert abs(short / (plane_modulus(layers[-1][0])*q_line/2) - 1) < 1e-9
    series_limit[name] = 1 / sum(h / confined_modulus(E) for E, h in layers)
    long_wave = matrix_stiffness(q_wafer / 20, layers)
    assert abs(long_wave / series_limit[name] - 1) < 1e-3

# Steady dishing against evolution from a flat surface.
# Tolerance covers the finite grid used for the jump in removal rate.
steady, transient, early = {}, {}, {}
worst_dishing = 0.0
for name, E in (("soft", E_SOFT), ("stiff", E_STIFF)):
    steady[name], p_metal, p_dielectric, mismatch = polish_pattern(E, 4e4)
    assert mismatch < 1e-6
    assert abs((p_dielectric - p_metal)
               / pressure_step(METAL_FRACTION, RATE_RATIO) - 1) < 1e-6
    error = abs(steady[name] / dishing_formula(E) - 1)
    worst_dishing = max(worst_dishing, error)
    transient[name] = polish_pattern(E, OVERPOLISH)[0]
    early[name] = polish_pattern(E, 1.0)[0]
    assert abs(early[name] / (1 - 1/RATE_RATIO) - 1) < 0.02
other = polish_pattern(E_SOFT, 8e4, 63, 252, 5.0)[0]
worst_dishing = max(worst_dishing,
                    abs(other / dishing_formula(E_SOFT, 0.25, 5.0) - 1))
assert worst_dishing < 1e-3
catalan_dishing = (4 * float(mp.catalan) * PITCH
                   * pressure_step(0.5, RATE_RATIO)
                   / (np.pi**2 * plane_modulus(E_SOFT)))
assert abs(dishing_formula(E_SOFT) / catalan_dishing - 1) < 1e-7
assert steady["stiff"] < steady["soft"]
assert transient["stiff"] < transient["soft"]
# The short-wave test above shows that the stack dishes like its top layer.
steady["stack"] = steady["stiff"]

# Long-range shape: evolve the surface with directly solved stiffnesses.
cells = 16
phase = 2 * np.pi * np.arange(cells) / cells
wave = WAFER_AMPLITUDE * np.cos(phase)
stiffness, ripple, uneven, flat_wafer = {}, {}, {}, {}
for name, layers in pads.items():
    values = [0.0] + [matrix_stiffness(n*q_wafer, layers)
                      for n in range(1, cells//2 + 1)]
    harmonics = np.array([values[min(n, cells-n)] for n in range(cells)])
    surface, pressure = evolve(wave, np.ones(cells), harmonics, FILM_REMOVED)
    stiffness[name] = values[1]
    ripple[name] = values[1] * WAFER_AMPLITUDE / P0
    assert ripple[name] < 1 and pressure.min() > 0
    film = FILM_START + surface - wave
    assert film.min() > 0
    uneven[name] = np.ptp(film) / 2
    flat_wafer[name] = np.ptp(surface) / 2
    if name != "stack":
        K = layer_formula(q_wafer, layers[0][0], PAD_THICKNESS)
        decay = np.exp(-K * FILM_REMOVED / P0)
        assert abs(uneven[name] / (WAFER_AMPLITUDE*(1-decay)) - 1) < 1e-7
        assert abs(flat_wafer[name] / (WAFER_AMPLITUDE*decay) - 1) < 1e-7
assert uneven["soft"] < uneven["stack"] < uneven["stiff"]
assert flat_wafer["stiff"] < flat_wafer["soft"]

product = {name: steady[name] * ripple[name] for name in pads}
assert abs(product["stiff"] / product["soft"] - 1) < 1e-6
assert product["stack"] < product["soft"]

print(f"soft pad modulus: {E_SOFT:.2e} eV/A^3")
print(f"stiff pad modulus: {E_STIFF:.2e} eV/A^3")
print(f"Poisson ratio: {NU:.2f}")
print(f"total pad thickness: {PAD_THICKNESS:.2e} A")
print(f"mean pressure: {P0:.2e} eV/A^3")
print(f"line pitch: {PITCH:.2e} A; metal fraction: {METAL_FRACTION:.2f}")
print(f"metal/dielectric rate ratio: {RATE_RATIO:.1f}")
print(f"steady metal pressure / mean: {p_metal/P0:.3f}")
print(f"steady dielectric pressure / mean: {p_dielectric/P0:.3f}")
print(f"Catalan constant: {float(mp.catalan):.6f}")
for name, E in (("soft", E_SOFT), ("stiff", E_STIFF)):
    print(f"{name} plane modulus E*: {plane_modulus(E):.4e} eV/A^3")
    print(f"{name} dishing, formula: {dishing_formula(E):.2f} A")
    print(f"{name} dishing, evolution: {steady[name]:.2f} A"
          f" = {steady[name]/BOHR:.1f} bohr")
    print(f"{name} dishing at R = {OVERPOLISH:.0f} A: "
          f"{transient[name]:.2f} A")
    print(f"{name} dishing at R = 1 A: {early[name]:.4f} A")
print(f"wafer wavelength: {WAFER_WAVELENGTH:.2e} A")
print(f"wafer height amplitude: {WAFER_AMPLITUDE:.0f} A")
print(f"wafer wave number times pad thickness: {q_wafer*PAD_THICKNESS:.4f}")
print(f"initial film: {FILM_START:.0f} A; removed: {FILM_REMOVED:.0f} A")
for name in pads:
    print(f"{name} K at wafer wavelength: {stiffness[name]:.4e} eV/A^4")
    print(f"{name} long-wave limit of K: {series_limit[name]:.4e} eV/A^4")
    print(f"{name} initial pressure ripple / mean: {100*ripple[name]:.2f} %")
    print(f"{name} final film amplitude, wavy wafer: {uneven[name]:.1f} A"
          f" = {uneven[name]/BOHR:.1f} bohr")
    print(f"{name} final film amplitude, flat wafer and uneven film: "
          f"{flat_wafer[name]:.1f} A")
    print(f"{name} dishing times relative ripple: {product[name]:.3f} A")
print(f"stack steady dishing: {steady['stack']:.2f} A")
print(f"largest relative error, layer formula: {worst_layer:.1e}")
print(f"largest relative error, dishing formula: {worst_dishing:.1e}")
print("verified")
```

Printed output:

```
soft pad modulus: 6.00e-05 eV/A^3
stiff pad modulus: 2.40e-04 eV/A^3
Poisson ratio: 0.30
total pad thickness: 2.00e+07 A
mean pressure: 1.20e-07 eV/A^3
line pitch: 1.00e+06 A; metal fraction: 0.50
metal/dielectric rate ratio: 3.0
steady metal pressure / mean: 0.500
steady dielectric pressure / mean: 1.500
Catalan constant: 0.915966
soft plane modulus E*: 6.5934e-05 eV/A^3
soft dishing, formula: 675.63 A
soft dishing, evolution: 675.64 A = 1276.8 bohr
soft dishing at R = 500 A: 270.82 A
soft dishing at R = 1 A: 0.6664 A
stiff plane modulus E*: 2.6374e-04 eV/A^3
stiff dishing, formula: 168.91 A
stiff dishing, evolution: 168.91 A = 319.2 bohr
stiff dishing at R = 500 A: 147.13 A
stiff dishing at R = 1 A: 0.6657 A
wafer wavelength: 3.00e+08 A
wafer height amplitude: 2000 A
wafer wave number times pad thickness: 0.4189
initial film: 8000 A; removed: 5000 A
soft K at wafer wavelength: 3.9995e-12 eV/A^4
soft long-wave limit of K: 4.0385e-12 eV/A^4
soft initial pressure ripple / mean: 6.67 %
soft final film amplitude, wavy wafer: 307.0 A = 580.1 bohr
soft final film amplitude, flat wafer and uneven film: 1693.0 A
soft dishing times relative ripple: 45.037 A
stiff K at wafer wavelength: 1.5998e-11 eV/A^4
stiff long-wave limit of K: 1.6154e-11 eV/A^4
stiff initial pressure ripple / mean: 26.66 %
stiff final film amplitude, wavy wafer: 973.1 A = 1838.9 bohr
stiff final film amplitude, flat wafer and uneven film: 1026.9 A
stiff dishing times relative ripple: 45.037 A
stack K at wafer wavelength: 6.3931e-12 eV/A^4
stack long-wave limit of K: 6.4615e-12 eV/A^4
stack initial pressure ripple / mean: 10.66 %
stack final film amplitude, wavy wafer: 467.7 A = 883.8 bohr
stack final film amplitude, flat wafer and uneven film: 1532.3 A
stack dishing times relative ripple: 17.998 A
stack steady dishing: 168.91 A
largest relative error, layer formula: 3.3e-16
largest relative error, dishing formula: 2.5e-05
verified
```
